How a Bias Field Shifts the Permittivity Peak in Second-Order Landau Theory

Q: A ferroelectric with a second-order transition has its permittivity peak at the transition temperature T0. I am told that a steady bias field moves the peak to a higher temperature. The field is not heating anything and does not change the material. What moves?

A: Begin with the equation of state in Landau's mean-field theory,

E = a0(T − T0)P + bP³.

E is the electric field along the polar axis, P is the polarization along the same axis, and a0 and b are positive and independent of temperature. In SI units E is in V/m and P in C/m². The equation follows from making the energy density

G = a0(T − T0)P²/2 + bP⁴/4 − EP

stationary in P. I write a = a0(T − T0), so a is negative below T0.

The material constants indeed stay put. What changes is the state at which the permittivity is measured: with a bias, P is nowhere zero, and a polarized state is stiffer because of the cubic term.

Q: "Permittivity" is loose. Do you mean P/E, or the response to a small extra field?

A: The response to a small extra field on top of the fixed bias, slow enough for the temperature to stay constant:

χ = dP/dE at constant T.

Its inverse, which I call the stiffness, comes from differentiating the equation of state:

f = dE/dP = a + 3bP².

The permittivity relative to vacuum is then 1/(ε0 f), apart from a constant background from the electrons and the other lattice vibrations. A constant adds to the height of a peak and leaves its position alone.

The distinction matters, since P/E at fixed bias has no peak. To see this, differentiate the equation of state with respect to T at fixed E:

0 = a0P + (a + 3bP²) dP/dT,

dP/dT = −a0P/f.

For a stable state with P > 0 this is negative, so P/E simply falls on heating.

Q: You assumed a stable state with P > 0. Below T0 the cubic can have three roots. Which one do you follow?

A: Take E > 0. For positive P, divide the equation of state by P:

a + bP² = E/P.

The left side rises with P, and the right side falls from infinity towards zero. They cross once, so there is one positive root at every temperature. Near P = 0 the slope of G is −E, which is negative, so G first falls and then turns up at that root: it is a minimum.

No negative P can do better. Reversing the sign of P leaves the even terms alone, and for P > 0

G(−P) − G(P) = 2EP > 0.

The positive root is therefore the state of lowest energy, above T0 and below it. It is also the state reached by cooling slowly from high temperature with the field on. I follow this branch.

Q: Then find the peak. But f contains T directly, through a, and indirectly, through P. Solving the cubic for P(T) will be ugly.

A: The cubic need not be solved. At fixed E, use P as the label of the state and eliminate T. From the equation of state,

a = E/P − bP².

Insert this in the stiffness:

f = E/P − bP² + 3bP² = E/P + 2bP².

Both terms are positive, so f > 0 on the whole branch. The first is large when P is small, which is the hot side. The second is large when P is large, which is the cold side. The permittivity peaks where f is smallest:

df/dP = −E/P² + 4bP = 0,

Pm³ = E/(4b).

The second derivative is 2E/P³ + 4b, positive for all P > 0, so there is one minimum.

Q: That is an extreme with respect to P. I asked about temperature.

A: The two agree because P is a strictly falling function of T on this branch. By the chain rule,

df/dT = (df/dP)(dP/dT),

and the second factor is never zero. To get the temperature, put E = 4bPm³ into the expression for a:

a = 4bPm² − bPm² = 3bPm².

Since a = a0(Tm − T0) and Pm² = (E/4b)^(2/3),

Tm − T0 = (3b/a0)(E/4b)^(2/3).

The right side is positive, so the peak lies above T0. For a field in the other direction, replace E by its magnitude.

Q: I would have guessed that the field favours the polar phase and so raises the transition temperature. Is that what the formula says?

A: No. In this model there is no transition left along the branch. P is positive at every temperature and changes smoothly, and f never reaches zero. The maximum marks a compromise between two sources of stiffness, as its condition shows: at the peak a = 3bPm², so the thermal term and the polarization term contribute equally to f. On heating from there, a grows faster than 3bP² shrinks. On cooling, 3bP² grows faster than a shrinks.

Nor does the field raise the permittivity at the new peak. Above T0 the unbiased stiffness is a, and the bias adds 3bP². Below T0 the unbiased state has bP² = |a| and stiffness 2|a|. With the bias, bP² = |a| + E/P, so

f = −|a| + 3bP² = 2|a| + 3E/P,

which is larger. The bias lowers the permittivity at every temperature. It lowers it most severely around T0, where the unbiased value diverges, and the maximum of what remains lies higher up.

Q: How high is the remaining peak?

A: Add the two equal terms:

f(Tm) = 6bPm² = 2a0(Tm − T0).

Without bias the stiffness at this same temperature would be a0(Tm − T0). The bias has halved the permittivity there, whatever the field.

The value at T0 gives a second comparison at the same bias. There a = 0, so P³ = E/b and f(T0) = 3b(E/b)^(2/3). Hence

f(T0)/f(Tm) = 3b(E/b)^(2/3) / [6b(E/4b)^(2/3)] = 4^(2/3)/2 = 2^(1/3).

The peak is about 26 % higher than the permittivity at T0, so the rise from T0 to the top of the hump is gentle.

Q: And its width? A maximum nobody can locate is not much use.

A: Expand f about Tm. Because df/dP vanishes there, the second derivative in temperature is

d²f/dT² = (d²f/dP²)(dP/dT)².

At the peak E = 4bPm³, so d²f/dP² = 8b + 4b = 12b. Also dP/dT = −a0Pm/(6bPm²) = −a0/(6bPm). Therefore

d²f/dT² = 12b a0²/(36b²Pm²) = a0²/(3bPm²) = a0/Δ, with Δ = Tm − T0.

Near the peak,

f ≈ 2a0Δ + a0(T − Tm)²/(2Δ),

and the fractional rise in stiffness is (T − Tm)²/(4Δ²). An error of Δ/10 in temperature changes the permittivity by only 0.25 %. The shift and the breadth grow together, so a strongly shifted peak is also a flat one.

Q: Does the formula behave sensibly in the limits?

A: As E goes to zero, Δ goes to zero as E^(2/3) and the peak height, 1/(2a0Δ), diverges. That is the unbiased result.

At fixed E and far above T0, P ≈ E/a, and

f ≈ a + 3bE²/a².

The field is then a small correction if bE²/a³ is small, which means a much larger than b^(1/3)E^(2/3). Now a0Δ = 3b(E/4b)^(2/3) is 1.19 times that same quantity. So Δ also sets the scale on which the effect of the bias fades above T0: the bias halves the permittivity at T0 + Δ, but lowers it by only about 6 % at T0 + 3Δ.

Far below T0, write P = √(|a|/b) + δ. To first order the field must balance the unbiased stiffness 2|a| times δ, so δ = E/(2|a|), and

f ≈ −|a| + 3|a| + 6b√(|a|/b) δ = 2|a| + 3E√(b/|a|).

Again the field is a small correction. The hump joins these two limits.

Q: Suppose I pole the sample the wrong way first and then apply the bias against P. Does your maximum survive?

A: Not as a statement about that state. Below T0 there can be a metastable state with P < 0. The relation f = E/P + 2bP² still holds, but now its first term is negative, and f reaches zero when

Ps³ = −E/(2b).

With E = −2bPs³, the equation of state gives a = −2bPs² − bPs² = −3bPs², so the state ends at

Ts = T0 − (3b/a0)(E/2b)^(2/3).

On heating towards Ts its permittivity diverges. The rate follows by expanding a = E/P − bP² about Ps. The first derivative, −E/P² − 2bP, vanishes there, and the second, 2E/P³ − 2b, equals −6b. So a0(Ts − T) ≈ 3b(P − Ps)². The slope of f at Ps is −E/Ps² + 4bPs = 6bPs, which gives

f ≈ 6b|Ps| √[a0(Ts − T)/(3b)].

The stiffness vanishes as a square root. The formula for Tm therefore needs the condition that P is parallel to the bias. In a real sample the wrongly poled state may switch by domain nucleation before Ts is reached.

Q: Give me numbers, for something an engineer might build.

A: Take a film in a tunable capacitor, with round parameters in the rough regime of barium strontium titanate: T0 = 250 K, a0 = 1.2×10⁶ V m/(C K), b = 4×10⁹ V m⁵/C³. The polarization is assumed to lie along the film normal. The film is 500 nm thick and carries 5 V, so the bias is 0.1 MV/cm, or 10⁷ V/m. Then

E/(4b) = 10⁷/(1.6×10¹⁰) = 6.25×10⁻⁴ C³/m⁶,

Pm = (6.25×10⁻⁴)^(1/3) = 0.0855 C/m² = 8.55 μC/cm²,

3b/a0 = 1.2×10¹⁰/(1.2×10⁶) = 10⁴ K m⁴/C²,

Tm − T0 = 10⁴ × (0.0855)² = 73.1 K.

The peak sits at 323 K. The stiffness there is 2 × 1.2×10⁶ × 73.1 = 1.754×10⁸ V m/C, which gives a relative permittivity of 644. At T0 under the same bias it is 511, and at 323 K without bias it would be 1288.

Q: You have used your own formula throughout. Was the peak ever found without it?

A: Yes. The equation of state was solved numerically for P at fields 0.1 % above and below the bias, the permittivity was taken from the difference, and its maximum over temperature was searched for. That gave a shift of 73.10 K, equal to the formula to the digits printed. The same search at 0.025, 0.05, 0.2 and 0.4 MV/cm gave 29.0, 46.1, 116.0 and 184.2 K. A power law fitted to all five shifts has the exponent 0.6667.

For the wrongly poled state, Ts is 134 K. Its stiffness 0.1 K below Ts was 10.09 times that at 0.001 K below. The leading square-root law gives √100 = 10.

Q: A shift of 73 K is large. Why should a theory cut off at P³ hold that far from T0?

A: Add the next term, gP⁵. Then f = a + 3bP² + 5gP⁴. Eliminating a = E/P − bP² − gP⁴ gives

f = E/P + 2bP² + 4gP⁴.

Setting df/dP = 0 gives E = 4bP³ + 16gP⁵, and hence

a = 3bP² + 15gP⁴.

Let r = gPm²/b, with Pm the old value. To first order, P = Pm(1 − 4r/3), and

a ≈ 3bPm²(1 − 8r/3 + 5r) = 3bPm²(1 + 7r/3).

For an assumed g = 10¹⁰ V m⁹/C⁵, r = 0.018 and the shift grows by about 4 %, or 3.1 K. The full numerical solution gives 2.9 K. The correction grows with field, since r is proportional to Pm².

Q: And if b itself drifts with temperature?

A: Let b(T) = b[1 + s(T − T0)], with s small. At fixed a and E, a fractional change in b changes P by the fraction −bP²/f. The stiffness then changes by that fractional change in b times

h = 3bP² − 6b²P⁴/f.

The added stiffness is u = s(T − T0)h. At the peak f = 6bPm², so h = 2bPm² = 2a0Δ/3. Since df/dT = 0 there,

dh/dT = (6bPm − 24b²Pm³/f) dP/dT = 2bPm × (−a0/(6bPm)) = −a0/3.

So du/dT = s(2a0Δ/3 − a0Δ/3) = s a0Δ/3. A small added stiffness moves the minimum by −(du/dT)/(d²f/dT²), which here is

δT = −sΔ²/3.

For an assumed s = 10⁻³ per kelvin this is −1.8 K, and the numerical solution also gives −1.8 K.

Q: Capacitors are used at high frequency. Your constant-temperature response may not apply.

A: If the probing field is too fast for heat to leave, the entropy stays constant instead. With c the heat capacity per volume at fixed P, and (∂E/∂T) at fixed P equal to a0P,

0 = (c/T)dT − a0P dP, so dT = (T a0P/c) dP.

Insert this in dE = f dP + a0P dT:

(dE/dP) at constant entropy = f + T(a0P)²/c.

The added stiffness falls on heating near the peak, because P² falls faster than T rises. The minimum therefore moves up. With c = 3×10⁶ J/(m³ K) the move is 0.7 K.

Q: So far your film is perfect. Real ones have electrodes and uneven composition. How does the model stand beside a real capacitor?

A: The model's permittivity of several hundred and its bias of 0.1 MV/cm are plausible for barium strontium titanate films, though their properties vary widely with composition, strain and processing. The bias is a tenth of an assumed rough breakdown field of 1 MV/cm. At this bias, and for the inputs assumed here, the largest of the moves sized comes from a passive layer, which takes part of the voltage. The ranking depends on those inputs: with g = 4×10¹⁰ V m⁹/C⁵ the P⁵ term alone moves the peak by 9.6 K, as much as the layer below. Let a passive layer of thickness d and relative permittivity εi lie in series with a film of thickness L. Neglecting the film's background polarization, which is about 1 % of P at the peak for a background permittivity of 10, the field in the layer is P/(ε0εi). The applied voltage divided by L is then

V/L = E + [d/(L ε0εi)]P.

The bracket adds to a, so it lowers the apparent T0 by d/(L ε0εi a0). For d = 1 nm and εi = 20 this is 9.4 K, and the biased peak drops from 323 K to about 314 K. The field in the layer is then about 4.8 MV/cm, or 0.48 V across 1 nm. That is well above the breakdown field assumed for the film, so the estimate holds only if so thin a layer neither breaks down nor leaks appreciably. If the unbiased film stays single-domain, its peak drops equally, so at fixed V/L the distance between them is still 73 K. A film with a passive layer can instead break into domains first. With the layer split between the two faces, an assumed in-plane relative permittivity of 100 to 1500 and a gradient coefficient of 10⁻¹⁰ to 10⁻⁹ V m³/C, a linear stability estimate puts the onset of stripe domains only 1 to 8 K below T0, above the single-domain value of 9.4 K below. The unbiased peak of a real capacitor then need not lie at the lowered T0.

Uneven composition was treated as a Gaussian spread of T0 between regions side by side, all at the same field. A standard deviation of 20 K moves the biased peak up by 1.2 K. The weak-field peak moves too: under a steady field of only 10⁴ V/m it lies about 3 K above the mean T0, so it does not give that mean exactly.

Q: May I then design with the formula? If I want the maximum at 323 K, do I choose a composition with T0 = 250 K?

A: For these values of a0 and b, at this one bias, with uniform composition, P along the normal and the apparent T0 of the finished capacitor taken by extrapolating its unbiased inverse permittivity from well above the transition, not from the weak-field peak, yes, within the model. At another bias the maximum lies elsewhere: doubling the field multiplies the shift by 2^(2/3), from 73 to 116 K. A maximum under bias also makes the capacitance at that bias insensitive to small temperature changes. At other biases the permittivity at 323 K has a slope in temperature. With the bias removed, the permittivity at 323 K doubles and falls steadily on heating.

Q: When should I discard the formula altogether?

A: When b is negative. The P⁵ term is then needed for stability, the unbiased transition is of first order, and the minimum at Pm³ = E/(4b) does not exist for P parallel to E. The formula also does not cover a film whose polarization turns into the plane, or a temperature so close to T0 at weak bias that critical fluctuations spoil mean-field theory. Neither of these last two effects has been sized here. The individual moves sized above rest on assumed inputs and were computed one at a time, so their sum is not a prediction for a particular film.

Numbers as computed

```
a0 = 1.20e+06 V m/(C K)
b = 4.00e+09 V m^5/C^3
T0 = 250.0 K
Film thickness = 500 nm
Bias field = 0.100 MV/cm
Bias field in SI = 1.00e+07 V/m
Bias voltage = 5.00 V
Peak shift, formula = 73.10 K
Peak shift, numerical = 73.10 K
Peak temperature = 323.10 K
P at peak = 8.550 uC/cm2
P at peak in SI = 0.08550 C/m^2
Stiffness at peak = 1.7544e+08 V m/C
Relative permittivity at peak = 643.8
Relative permittivity at T0, biased = 510.9
Same T as peak, no bias = 1287.5
Ratio peak / value at T0 = 1.2599
Shift at 0.025 MV/cm = 29.01 K
Shift at 0.050 MV/cm = 46.05 K
Shift at 0.100 MV/cm = 73.10 K
Shift at 0.200 MV/cm = 116.04 K
Shift at 0.400 MV/cm = 184.20 K
Fitted power of field = 0.6667
End of metastable branch = 133.96 K
Metastable stiffness ratio, 0.1 K / 0.001 K = 10.090
Neglected effects: assumed input, then move of biased peak
P^5 coefficient = 1.0e+10 V m^9/C^5
  move = +2.89 K
Relative slope of b = 1.0e-03 1/K
  move = -1.83 K
Heat capacity = 3.0e+06 J/(m^3 K)
  move, adiabatic response = +0.73 K
Standard deviation of T0 = 20 K
  move = +1.22 K
Passive layer = 1.0 nm, permittivity 20
  move = -9.41 K
Background relative permittivity = 10
  background polarization / P = 1.04 %
Rough breakdown field = 1.0 MV/cm
  bias / breakdown = 0.10
```
